# The Pulay pressure in plane-wave stress calculations, part 1

(Sections cited here and not found follow in the second part.)

The analytic stress formula differentiates the energy while keeping the same set of plane waves. A curve $E(\Omega)$ computed point by point at one cutoff keeps the cutoff instead. Let $E$ be the total energy per cell of volume $\Omega$ in the basis $\tfrac12|\mathbf k+\mathbf G|^2\le E_c$, let $P_N=-\partial E/\partial\Omega$ with the set of waves fixed, and let $P_c=-\partial E/\partial\Omega$ with $E_c$ fixed. Then

$$P_N-P_c=\frac{2E_c}{3\Omega}\left(\frac{\partial E}{\partial E_c}\right)_{\Omega}\le 0 .$$

This difference is the Pulay pressure. The statement holds for isotropic strain and for the zone-averaged energy, which is a smooth function of $E_c$; for a finite set of k-points the energy is a staircase and must be smoothed. The sign assumes that any separate cutoff for the density is converged. $P_c$ is itself not the converged pressure, but it is much closer to it than $P_N$ when the basis error is nearly an atomic constant, a condition examined below. Hartree atomic units are used ($\hbar=m_e=e^2/4\pi\varepsilon_0=1$), with 1 Ha = 27.2114 eV, 1 bohr = 0.52918 Å and 1 Ha/bohr$^3$ = 29421.0 GPa.

## A fixed set of waves has a moving cutoff

Scale all lengths of the crystal by $s$, so that $\Omega(s)=s^3\Omega$. The reciprocal vectors $\mathbf b_i$ obey $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, so they scale as $1/s$. A plane wave has $\mathbf g=\mathbf k+\mathbf G=\sum_i(n_i+\kappa_i)\mathbf b_i$, with integer labels $n_i$ and reduced coordinates $\kappa_i$ of the k-point, which stay fixed under strain. Hence $g\to g/s$ and the kinetic energy $T=g^2/2\to T/s^2$ for every wave, in a cell of any shape.

The set with $T\le E_c$ at $s=1$ is therefore the set with $T\le E_c/s^2$ after the strain. Since $s^2=(\Omega(s)/\Omega)^{2/3}$, a fixed set obeys $E_c\Omega^{2/3}=$ const. Taking the logarithm and differentiating gives $dE_c/E_c+\tfrac23\,d\Omega/\Omega=0$, or

$$\left(\frac{dE_c}{d\Omega}\right)_N=-\frac{2E_c}{3\Omega}.$$

The subscript is $N$ because the mean number of waves is the volume of the cutoff sphere, $4\pi g_c^3/3$ with $g_c=\sqrt{2E_c}$, divided by the volume $(2\pi)^3/\Omega$ of the reciprocal cell:

$$N=\frac{\Omega g_c^3}{6\pi^2}=\frac{\Omega\,(2E_c)^{3/2}}{6\pi^2}.$$

Constant $\Omega E_c^{3/2}$ is the same condition as constant $E_c\Omega^{2/3}$.

The mechanism follows from this. The pseudo-wavefunctions have structure near each nucleus on a length set by the atom, which does not stretch with the cell. The basis does stretch. An expansion at fixed $N$ lowers the cutoff, describes the cores worse and costs energy; a compression raises the cutoff and gains energy. This is a spurious pull inward, a negative pressure.

## The analytic stress is $P_N$

With an ultrasoft pseudopotential the coefficients $c$ of a state obey $Hc=\varepsilon Sc$ with $c^\dagger Sc=1$, where $H$ and the positive definite overlap $S$ are matrices in the finite set of waves $\Omega^{-1/2}e^{i\mathbf g\cdot\mathbf r}$. Keep the labels fixed, so the matrices keep their size, and let a prime on $c$, $H$ or $S$ denote $d/ds$. From $\varepsilon=c^\dagger Hc$,

$$\frac{d\varepsilon}{ds}=c'^\dagger Hc+c^\dagger Hc'+c^\dagger H'c=\varepsilon\,(c'^\dagger Sc+c^\dagger Sc')+c^\dagger H'c ,$$

where $Hc=\varepsilon Sc$ and its adjoint were used. This step needs $c'$ to be a vector in the same finite space, which is true only for a fixed set. Differentiating the normalization gives $c'^\dagger Sc+c^\dagger Sc'=-c^\dagger S'c$, so

$$\frac{d\varepsilon}{ds}=c^\dagger(H'-\varepsilon S')c .$$

In density-functional theory the same argument applies to the total energy. $E[\{c\},s]-\sum_n f_n\varepsilon_n(c_n^\dagger Sc_n-1)$, with occupations $f_n$ that include the k-point weights, is stationary in the coefficients and equals $E$ on the constraint, so $dE/ds=\partial E/\partial s|_c-\sum_nf_n\varepsilon_n\,c_n^\dagger S'c_n$. The occupations are taken as fixed; with smearing, $E$ is replaced throughout by the free energy, which is stationary in them. Since $d\Omega/ds=3\Omega$ at $s=1$,

$$P_N=-\frac{1}{3\Omega}\frac{dE}{ds}.$$

The analytic pressure is thus the exact derivative of the finite-basis energy along the constant-$N$ path. The term $-\varepsilon S'$ resembles the overlap corrections of atom-centred bases, but it is not the Pulay term. It comes from the projectors in $S$, which keep their size while the cell stretches, and it survives in a complete basis.

## The chain rule and the sign

Treat $E(\Omega,E_c)$ as a differentiable function of two variables. Along the constant-$N$ path both change:

$$\left(\frac{dE}{d\Omega}\right)_N=\left(\frac{\partial E}{\partial\Omega}\right)_{E_c}+\left(\frac{\partial E}{\partial E_c}\right)_\Omega\left(-\frac{2E_c}{3\Omega}\right).$$

Multiplying by $-1$ turns the left side into $P_N$, the first term on the right into $P_c$, and the second into $+(2E_c/3\Omega)\,\partial E/\partial E_c$, which is the result. The sign is variational: at fixed $\Omega$ the basis for a larger $E_c$ contains the basis for a smaller one, and a minimum of the same functional over a larger space cannot be higher, so $\partial E/\partial E_c\le0$ and $P_N\le P_c$. Because $E_c\,\partial E/\partial E_c=\partial E/\partial\ln E_c$, the unit of the cutoff drops out. $E$ and $\Omega$ must refer to the same cell; an energy per atom divided by a volume per cell gives a pressure too small by the number of atoms in the cell.

Ultrasoft potentials bring a second cutoff $E_\rho$ for the density, which has to carry the hard augmentation charges. A fixed density grid obeys $E_\rho\Omega^{2/3}=$ const by the same scaling, so the chain rule adds $(2E_\rho/3\Omega)\,\partial E/\partial E_\rho$. Truncating the density changes the functional rather than the space over which it is minimized, so this term has no fixed sign. If $E_\rho=\lambda E_c$ with fixed $\lambda$, then $E_c\,dE/dE_c=E_c\,\partial E/\partial E_c+E_\rho\,\partial E/\partial E_\rho$, and the total slope of the convergence curve gives both terms at once. From here on $E_\rho$ is taken as converged.

## The staircase and the slope on the cutoff sphere

At one k-point the basis changes only when a wave crosses the sphere. Between crossings $E$ does not depend on $E_c$, the slope is zero, and a small change of volume at fixed $E_c$ leaves the set unchanged, so $P_c=P_N$. The whole difference sits in the jumps. A finite difference whose step contains no crossing returns $P_N$ and wrongly suggests that there is no Pulay pressure. A step that contains only a few crossings raises the result above $P_N$ by roughly the size of those jumps divided by the volume step, an erratic amount that changes with the step; a meaningful $P_c$ needs many crossings.

The size of a jump follows from a one-parameter variation. Let $\psi$ be the normalized solution in the set and $|\mathbf g\rangle$ the next wave. Take $\phi=\psi+\alpha|\mathbf g\rangle$ and define $M=H-\varepsilon S$, the residual $r=\langle\mathbf g|M|\psi\rangle$ and $M_{gg}=\langle\mathbf g|M|\mathbf g\rangle$. The Rayleigh quotient minus $\varepsilon$ is $\langle\phi|M|\phi\rangle/\langle\phi|S|\phi\rangle$. Since $\langle\psi|M|\psi\rangle=0$, the numerator is $\alpha^*r+\alpha r^*+|\alpha|^2M_{gg}$. Setting its derivative with respect to $\alpha^*$ to zero gives $\alpha=-r/M_{gg}$ and the value $-|r|^2/M_{gg}$. This is already second order in the small quantity $r$, so the denominator may be set to 1. With energies measured from the average local potential, $M_{gg}$ is $T-\varepsilon$ plus projector terms. These terms, and the readjustment of the coefficients already in the set, change only the denominator, by amounts small against $T-\varepsilon$ at a reasonable cutoff. Thus

$$\Delta\varepsilon(\mathbf g)\approx-\frac{|r|^2}{T-\varepsilon}.$$

In a self-consistent calculation the response of the potential is of second order in the weight of the k-point and vanishes in the dense limit.

Average one band of occupation $f$ over the zone. At each $\mathbf k$ the slope is a sum of delta functions weighted by the jumps, and the zone integral combined with the sum over $\mathbf G$ covers all of $\mathbf g$-space once:

$$\frac{\partial E}{\partial E_c}=f\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}d^3k\sum_{\mathbf G}\delta(E_c-T)\,\Delta\varepsilon=f\frac{\Omega}{(2\pi)^3}\int d^3g\,\delta\!\left(E_c-\tfrac12g^2\right)\Delta\varepsilon(\mathbf g).$$

The radial integral is $\int g^2\,\delta(E_c-g^2/2)\,dg=g_c^2/g_c=g_c$, and the angular integral is $4\pi$ times the average over directions, so

$$\frac{\partial E}{\partial E_c}=-f\,\frac{\Omega g_c}{2\pi^2}\left\langle\frac{|r|^2}{E_c-\varepsilon}\right\rangle_{|\mathbf g|=g_c}.$$

The prefactor $\Omega g_c/2\pi^2$ is $dN/dE_c$, the rate at which waves enter. For each direction, $\psi$ and $\varepsilon$ belong to the k-point obtained by folding $\mathbf g$ into the zone. Several bands contribute additively. The zone average is smooth, and the Pulay pressure is fixed by the residuals on the cutoff sphere.

## A solvable ultrasoft model

Take one atom per cell at the origin, no local potential, and one projector:

$$H=T+D|\beta\rangle\langle\beta|,\qquad S=1+q|\beta\rangle\langle\beta|,\qquad \beta(r)=(\pi\sigma^2)^{-3/4}e^{-r^2/2\sigma^2},$$

with the projector repeated on every lattice site. The Fourier transform of $e^{-r^2/2\sigma^2}$ is $(2\pi\sigma^2)^{3/2}e^{-g^2\sigma^2/2}$, and $(2\pi\sigma^2)^{3/2}/(\pi\sigma^2)^{3/4}=(4\pi\sigma^2)^{3/4}$, so $\beta(g)=(4\pi\sigma^2)^{3/4}e^{-g^2\sigma^2/2}$. At a given $\mathbf k$ the projector has matrix elements $b_Gb_{G'}$ with $b_G=\Omega^{-1/2}\beta(g)$, all real. The electrons do not interact, so $E=f\langle\varepsilon_{\mathbf k}\rangle$.

The eigenvalue equation is $(T_G-\varepsilon)c_G+(D-\varepsilon q)\,b_G\,(b\cdot c)=0$ with $b\cdot c=\sum_Gb_Gc_G$. Solve it for $c_G$, multiply by $b_G$, sum over the set and cancel $b\cdot c$:

$$1=-(D-\varepsilon q)F,\qquad F=\sum_G\frac{b_G^2}{T_G-\varepsilon}.$$

So $D-\varepsilon q=-1/F$, and $c_G=(b\cdot c)\,b_G/[F\,(T_G-\varepsilon)]$. With $F_\varepsilon=\partial F/\partial\varepsilon=\sum b_G^2/(T_G-\varepsilon)^2$ (printed as F' in the output), the normalization $\sum c_G^2+q(b\cdot c)^2=1$ reads $(b\cdot c)^2(F_\varepsilon/F^2+q)=1$. Defining $W=F_\varepsilon+qF^2$,

$$b\cdot c=\frac{F}{\sqrt W},\qquad c_G=\frac{b_G}{(T_G-\varepsilon)\sqrt W}.$$

For a wave outside the set the kinetic term has no element with $\psi$, so $r=(D-\varepsilon q)\,b_g\,(b\cdot c)=-b_g/\sqrt W$ and $|r|^2=\beta(g)^2/(\Omega W)$. The volume cancels against $dN/dE_c$:

$$\frac{\partial E}{\partial E_c}=-f\,\frac{g_c\,\beta(g_c)^2}{2\pi^2}\left\langle\frac{1}{(E_c-\varepsilon)W}\right\rangle .$$

For the strain, $T_G'=-2T_G$. In $b_G$ the factor $\Omega^{-1/2}$ goes as $s^{-3/2}$ and the exponent becomes $-g^2\sigma^2/2s^2$, whose derivative at $s=1$ is $+g^2\sigma^2$; hence $b_G'=(g^2\sigma^2-\tfrac32)b_G$. The derivative of $b_Gb_{G'}$ contracted with $c$ on both sides is $2(b\cdot c)(b'\cdot c)$, so

$$\frac{d\varepsilon}{ds}=-2\sum_GT_Gc_G^2+2D\,(b\cdot c)(b'\cdot c)-2\varepsilon q\,(b\cdot c)(b'\cdot c).$$

These are the kinetic, $D$ and overlap parts. Inserting $c_G$ and using $(D-\varepsilon q)F=-1$,

$$\frac{d\varepsilon}{ds}=-\frac1W\sum_G b_G^2\left[\frac{g^2}{(T_G-\varepsilon)^2}+\frac{2g^2\sigma^2-3}{T_G-\varepsilon}\right].$$

The analytic stress has been shown to be the fixed-set pressure $P_N$, and its difference from $P_c$ has been derived by the chain rule and tied to the residuals on the cutoff sphere. What remains is to apply the solvable ultrasoft model to the isolated atom, treat an exponential convergence curve and its effect on a relaxed cell, and check the relations numerically.
